\section*{The One-Loop Beta Function and Running Charge of QED}

\section{A charge that depends on how closely one looks}

Two heavy charges attract or repel each other through the vacuum between them. That vacuum responds: the field of a charge disturbs the virtual electron--positron pairs, and the disturbance screens the charge. A probe with small momentum transfer sees the screened charge from outside. A probe with large momentum transfer reaches inside the screening cloud and sees a larger charge. How fast does the charge grow with momentum?

The calculation meets an obstacle, since the pair contribution diverges in four dimensions. We therefore work in $d=4-2\epsilon$ dimensions, where it is finite, and express the bare charge $e_0$ of the action through a renormalized charge $e(\mu)$ at a chosen momentum scale $\mu$. The bare charge knows nothing of $\mu$. This fact, together with the coefficient of the divergence, fixes how $e(\mu)$ changes, which is described by
\begin{equation}
\beta=\mu\frac{de}{d\mu}.
\end{equation}
For one Dirac field of unit charge we shall find $\beta=e^3/(12\pi^2)$ at one loop, with corrections of order $e^5$.

\section{Conventions, and what gauge invariance protects}

We set $\hbar=c=1$ and $\alpha=e^2/4\pi$, and use Euclidean momenta, so that $Q^2>0$ is a spacelike momentum transfer. The matrices $\gamma_\mu$ are Hermitian with $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$, and $\mathrm{tr}\,1=4$ in every $d$. We write $\slashed{k}=\gamma_\mu k_\mu$.

It helps to absorb the charge into the field, $a_\mu=e_0A_{0\mu}$. The action is then
\begin{equation}
S=\int d^dx\left[\frac{1}{4e_0^2}f_{\mu\nu}f_{\mu\nu}
+\bar\psi(\gamma_\mu D_\mu+m)\psi\right],\qquad D_\mu=\partial_\mu-ia_\mu ,
\label{action}
\end{equation}
with $f_{\mu\nu}=\partial_\mu a_\nu-\partial_\nu a_\mu$. The bare charge now appears only as the coefficient of $f^2$.

The action is invariant under $\psi\to e^{i\theta}\psi$, $a_\mu\to a_\mu+\partial_\mu\theta$, and dimensional regularization keeps this symmetry. Loop corrections may rescale $\psi$, but they cannot change the weight of $a_\mu$ relative to $\partial_\mu$ inside $D_\mu$. In diagrams this works as follows. The free propagator is $S(p)=(i\slashed{p}+m)^{-1}$, and a constant $a$ changes its inverse to $i(\slashed{p}-\slashed{a})+m$, which is a shift $p\to p-a$. The self-energy $\Sigma(p)$ likewise becomes $\Sigma(p-a)$, so the vertex correction at zero photon momentum is $-\partial\Sigma/\partial p_\mu$. It carries the same divergence as the rescaling of $\psi$, and the two cancel. To renormalize the charge we need only the correction to the coefficient of $f^2$.

Dimensions will matter too. Since $a$ has the dimension of $\partial$, namely mass, $f^2$ has dimension 4. The action has none, so $1/e_0^2$ has dimension $d-4=-2\epsilon$, and $e_0^2$ has dimension $2\epsilon$.

\section{The fermion loop}

\subsection*{From the determinant to a momentum integral}

The fermion integral gives $\det(\gamma_\mu D_\mu+m)=e^{-\Gamma}$, so
\begin{equation}
\Gamma=-\mathrm{Tr}\ln(S^{-1}-i\slashed{a})
=\text{const}-\mathrm{Tr}\ln(1-iS\slashed{a}).
\end{equation}
With $-\ln(1-u)=u+u^2/2+\dots$ and $u=iS\slashed{a}$, the quadratic term is $-\tfrac12\mathrm{Tr}(S\slashed{a}S\slashed{a})$. The linear term vanishes because its integrand is odd in momentum. In momentum space
\begin{align}
\Gamma_2&=\frac12\int\!\frac{d^dQ}{(2\pi)^d}\,a_\mu(-Q)\,\Pi_{\mu\nu}(Q)\,a_\nu(Q),\\
\Pi_{\mu\nu}&=-\int\!\frac{d^dk}{(2\pi)^d}\,
\mathrm{tr}[\gamma_\mu S(k_+)\gamma_\nu S(k_-)],\qquad k_\pm=k\pm\tfrac12Q .
\end{align}
The $f^2$ term of the action has the same form with $\Pi_{\mu\nu}$ replaced by $(Q^2\delta_{\mu\nu}-Q_\mu Q_\nu)/e_0^2$. Gauge invariance requires $Q_\mu\Pi_{\mu\nu}=0$, hence
\begin{equation}
\Pi_{\mu\nu}=(Q^2\delta_{\mu\nu}-Q_\mu Q_\nu)P(Q).
\end{equation}
The loop therefore adds $P(Q)$ to $1/e_0^2$. To find $P$ it is enough to take one direction $n$ perpendicular to $Q$, for which $\Pi_{nn}=Q^2P$.

\subsection*{Trace and Feynman parameter}

We use $S(k)=(m-i\slashed{k})/(k^2+m^2)$. Traces of three $\gamma$ matrices vanish, and $k_{+n}=k_{-n}=k_n$, so
\begin{align}
\mathrm{tr}[\gamma_n(m-i\slashed{k}_+)\gamma_n(m-i\slashed{k}_-)]
&=4m^2-\mathrm{tr}[\gamma_n\slashed{k}_+\gamma_n\slashed{k}_-]\nonumber\\
&=4m^2-4(2k_n^2-k_+\!\cdot k_-).
\end{align}
The overall minus sign of $\Pi$ then gives
\begin{equation}
\Pi_{nn}=4\int\!\frac{d^dk}{(2\pi)^d}\,
\frac{2k_n^2-k_+\!\cdot k_--m^2}{(k_+^2+m^2)(k_-^2+m^2)} .
\end{equation}
Next we apply $1/(AB)=\int_0^1dx\,[xA+(1-x)B]^{-2}$ and shift to $l=k+(x-\tfrac12)Q$. The bracket becomes
\begin{equation}
k^2+(2x-1)k\cdot Q+\tfrac14Q^2+m^2=l^2+\Delta,\qquad
\Delta=m^2+x(1-x)Q^2,
\end{equation}
because $\tfrac14-(x-\tfrac12)^2=x(1-x)$. Also $k_+=l+(1-x)Q$ and $k_-=l-xQ$, so
\begin{equation}
k_+\!\cdot k_-=l^2+(1-2x)\,l\cdot Q-x(1-x)Q^2 .
\end{equation}
The term odd in $l$ integrates to zero, and by rotation symmetry $k_n^2=l_n^2$ may be replaced by $l^2/d$. The numerator is then
\begin{equation}
\left(\tfrac2d-1\right)l^2+x(1-x)Q^2-m^2 .
\label{numerator}
\end{equation}

\subsection*{The integrals in $d$ dimensions}

We write $(l^2+\Delta)^{-2}=\int_0^\infty ds\,s\,e^{-s(l^2+\Delta)}$ and use the Gaussian integral $\int d^dl\,(2\pi)^{-d}e^{-sl^2}=(4\pi s)^{-d/2}$. Its derivative, $-d/ds$, supplies a factor $l^2$ on the left and $d/(2s)$ on the right. Thus
\begin{align}
J_0&=\int\!\frac{d^dl}{(2\pi)^d}\frac{1}{(l^2+\Delta)^2}
=\frac{\Gamma(2-\frac d2)}{(4\pi)^{d/2}}\,\Delta^{d/2-2},\\
J_2&=\int\!\frac{d^dl}{(2\pi)^d}\frac{l^2}{(l^2+\Delta)^2}
=\frac d2\,\frac{\Gamma(1-\frac d2)}{(4\pi)^{d/2}}\,\Delta^{d/2-1}.
\end{align}
The second integral converges for $d<2$ and is continued from there in $d$. Since $(1-\frac d2)\Gamma(1-\frac d2)=\Gamma(2-\frac d2)$,
\begin{equation}
\left(\tfrac2d-1\right)J_2=\Delta J_0 .
\end{equation}
The numerator (\ref{numerator}) therefore integrates to $J_0[\Delta+x(1-x)Q^2-m^2]=2x(1-x)Q^2J_0$. The $m^2$ terms cancel and the result is proportional to $Q^2$. For $m>0$ the integral $J_0$ is finite at $Q=0$, so $\Pi_{nn}$ vanishes there and the loop gives the photon no mass. Dividing $\Pi_{nn}$ by $Q^2$ and setting $d=4-2\epsilon$, we obtain
\begin{equation}
P(Q)=\frac{8\,\Gamma(\epsilon)}{(4\pi)^{2-\epsilon}}
\int_0^1dx\,x(1-x)\,\Delta^{-\epsilon}.
\label{P}
\end{equation}

\section{The measured charge and the divergence}

The quadratic action for $a$ now has the coefficient $1/e_0^2+P(Q)$. Inverting it gives the exchange between two conserved unit test charges as $e_{\rm eff}^2(Q)/Q^2$, with
\begin{equation}
\frac{1}{e_{\rm eff}^2(Q)}=\frac{1}{e_0^2}+P(Q).
\label{eeff}
\end{equation}
For $\epsilon>0$ we have $P>0$, so the measured charge is smaller than the bare one: the pairs screen. As $Q$ grows, $\Delta^{-\epsilon}$ and with it $P$ decrease, and the screening weakens.

To approach four dimensions we use $\Gamma(\epsilon)=1/\epsilon-\gamma_E+O(\epsilon)$, $(4\pi)^\epsilon=1+\epsilon\ln4\pi+\dots$ and $\Delta^{-\epsilon}=1-\epsilon\ln\Delta+\dots$. The prefactor is $8/(16\pi^2)=1/(2\pi^2)$, and $\int_0^1x(1-x)dx=\tfrac16$. Hence
\begin{equation}
P=\frac{1}{12\pi^2}\left(\frac1\epsilon-\gamma_E+\ln4\pi\right)
-\frac{1}{2\pi^2}\int_0^1dx\,x(1-x)\ln\Delta+O(\epsilon).
\label{Pexp}
\end{equation}
The pole depends on neither $Q$ nor $m$, so a single constant, $1/e_0^2$, can cancel it.

\section{The beta function from a fixed bare charge}

We define the dimensionless renormalized charge $e(\mu)$ in the $\overline{\rm MS}$ scheme by
\begin{equation}
\frac{1}{e_0^2}=\left(\frac{\mu^2e^{\gamma_E}}{4\pi}\right)^{-\epsilon}
\left[\frac{1}{e^2}-\frac{1}{12\pi^2\epsilon}\right].
\label{bare}
\end{equation}
The power of $\mu$ supplies the dimension $-2\epsilon$, the second term in the bracket cancels the pole of $P$, and the constants beside $\mu^2$ will remove $\gamma_E$ and $\ln4\pi$. Equivalently, $e_0^2=(\mu^2e^{\gamma_E}/4\pi)^{\epsilon}\,e^2/Z_3$ with $Z_3=1-e^2/(12\pi^2\epsilon)$.

The order of limits needs care. If $\epsilon\to0$ were taken first at fixed $e$, the bracket would become negative. Relation (\ref{bare}) is to be read as a series in $e^2$ at fixed $\epsilon$, and $\epsilon\to0$ is taken in the final relations between finite quantities.

Now we differentiate (\ref{bare}) with respect to $\ln\mu$ at fixed $e_0$ and $\epsilon$. The left side gives zero. On the right, the prefactor contributes $-2\epsilon$ times itself, and $d(e^{-2})/d\ln\mu=-2\beta/e^3$. After division by the prefactor,
\begin{equation}
0=-2\epsilon\left[\frac{1}{e^2}-\frac{1}{12\pi^2\epsilon}\right]-\frac{2\beta}{e^3}.
\end{equation}
Solving for $\beta$,
\begin{equation}
\beta(e,\epsilon)=-\epsilon e^3\left[\frac1{e^2}-\frac1{12\pi^2\epsilon}\right]
=-\epsilon e+\frac{e^3}{12\pi^2}.
\label{betaeps}
\end{equation}
The first term reflects the dimension of $e_0$: without any loop, a fixed dimensional charge measured in units of $\mu^\epsilon$ falls as $\mu$ rises. The second term is the product of this factor $\epsilon$ with the pole $1/\epsilon$, and so it survives in four dimensions:
\begin{equation}
\boxed{\;\beta(e)=\frac{e^3}{12\pi^2}+O(e^5)\;}
\label{beta}
\end{equation}
The correction comes from loops with an additional internal photon. Each such photon brings a factor $e^2$ relative to $P$, which changes $\beta$ first at order $e^5$. The mass is absent from (\ref{beta}) because only the pole was subtracted, and the pole does not contain $m$.

\section{The running coupling}

At one loop (\ref{beta}) becomes linear in the variable $1/e^2$:
\begin{equation}
\frac{d}{d\ln\mu}\frac1{e^2}=-\frac{2\beta}{e^3}=-\frac1{6\pi^2}.
\end{equation}
Integrating from $\mu_0$ to $\mu$ gives
\begin{equation}
\frac{1}{e^2(\mu)}=\frac1{e^2(\mu_0)}-\frac{1}{6\pi^2}\ln\frac{\mu}{\mu_0}.
\label{run}
\end{equation}
Multiplying by $4\pi$ turns this into
\begin{equation}
\frac1{\alpha(\mu)}=\frac1{\alpha(\mu_0)}-\frac{2}{3\pi}\ln\frac\mu{\mu_0},
\qquad
\alpha(\mu)=\frac{\alpha(\mu_0)}{1-\dfrac{2\alpha(\mu_0)}{3\pi}\ln\dfrac{\mu}{\mu_0}} .
\label{alpharun}
\end{equation}
The charge grows with $\mu$, as the screening picture suggests. The denominator vanishes at a scale $\mu_L$ given by
\begin{equation}
\ln\frac{\mu_L}{\mu_0}=\frac{6\pi^2}{e^2(\mu_0)}=\frac{3\pi}{2\alpha(\mu_0)} .
\end{equation}
Before this scale is reached $e$ is no longer small, and the omitted terms of (\ref{beta}) cannot be neglected. The divergence marks the failure of the one-loop formula. It does not establish a physical singularity.

\section{What the running means for a measurement}

The scale $\mu$ was a free choice, whereas $Q$ is set by the experiment. To connect them, expand (\ref{bare}) for small $\epsilon$:
\begin{equation}
\frac1{e_0^2}=\frac1{e^2(\mu)}-\frac1{12\pi^2\epsilon}
+\frac{1}{12\pi^2}\left(\ln\mu^2+\gamma_E-\ln4\pi\right)+O(\epsilon).
\end{equation}
Adding (\ref{Pexp}), the poles and the constants cancel. Writing $\frac1{12\pi^2}\ln\mu^2=\frac1{2\pi^2}\int_0^1dx\,x(1-x)\ln\mu^2$, we obtain
\begin{equation}
\frac1{e_{\rm eff}^2(Q)}=\frac1{e^2(\mu)}
-\frac1{2\pi^2}\int_0^1dx\,x(1-x)\ln\frac{m^2+x(1-x)Q^2}{\mu^2}.
\label{match}
\end{equation}
By (\ref{run}) the right side does not depend on $\mu$. At $Q=0$ the logarithm is $\ln(m^2/\mu^2)$, which vanishes for $\mu=m$. At one loop, therefore, $e(m)$ equals the charge $e_{\rm phys}$ measured at low momentum. With $\mu=m$, (\ref{match}) reads
\begin{equation}
\frac1{e_{\rm eff}^2(Q)}=\frac1{e_{\rm phys}^2}
-\frac1{2\pi^2}\int_0^1dx\,x(1-x)\ln\!\left[1+x(1-x)\frac{Q^2}{m^2}\right].
\label{phys}
\end{equation}

\paragraph{Large momentum.} For $Q\gg m$ the logarithm becomes $\ln(Q^2/m^2)+\ln x+\ln(1-x)$. Since $\int_0^1x(1-x)\ln x\,dx=-\frac14+\frac19=-\frac5{36}$, and the $\ln(1-x)$ term gives the same,
\begin{equation}
\frac1{e_{\rm eff}^2(Q)}\simeq\frac1{e_{\rm phys}^2}
-\frac1{12\pi^2}\left[\ln\frac{Q^2}{m^2}-\frac53\right].
\label{large}
\end{equation}
Its slope in $\ln Q$ is $-1/(6\pi^2)$, the same as in (\ref{run}). In this regime the measured charge obeys the beta function. The constant $\frac53$ shifts its value relative to $e(\mu=Q)$.

\paragraph{Small momentum.} For $Q\ll m$ we use $\ln(1+u)\simeq u$ and $\int_0^1x^2(1-x)^2dx=\frac1{30}$. The subtracted term in (\ref{phys}) is then $Q^2/(60\pi^2m^2)$, with slope $Q^2/(30\pi^2m^2)$ in $\ln Q$. Relative to the asymptotic slope $1/(6\pi^2)$ this is $Q^2/(5m^2)$, so the running of the measured charge dies away as $Q^2$ once $Q$ falls well below the mass. The $\overline{\rm MS}$ charge of (\ref{run}) keeps running there, because its definition ignores $m$.

Evaluating the $x$ integral in (\ref{phys}) by Gauss--Legendre quadrature and differencing it in $\ln Q$ shows the transition. The slope is $0.0020$ of its asymptotic value at $Q=0.1\,m$, $0.165$ at $Q=m$, $0.945$ at $Q=10\,m$ and $0.9994$ at $Q=100\,m$.

\section{Example: from the electron mass to 51 MeV}

Take the electron as the only charged field, with $m_e=0.5110$ MeV and the low-energy value $1/\alpha=137.036$, so that $e=0.3028$. At $\mu=m_e$,
\begin{equation}
\beta=\frac{(0.3028)^3}{12\pi^2}=2.34\times10^{-4}.
\end{equation}
We run to $\mu=100\,m_e=51.1$ MeV, which is still below the muon mass of $105.7$ MeV. Equation (\ref{alpharun}) gives
\begin{equation}
\frac1{\alpha(100\,m_e)}=137.036-\frac2{3\pi}\ln100=137.036-0.977=136.06 .
\end{equation}
This is a rise of $\alpha$ by $0.72$ percent, from $0.00730$ to $0.00735$, while $e$ rises to $0.3039$.

The charge measured at $Q=100\,m_e$ follows from (\ref{phys}), with the integral again done by quadrature:
\begin{equation}
\frac1{\alpha_{\rm eff}}=137.036-0.800=136.24 .
\end{equation}
It differs from $1/\alpha(\mu=Q)$ by $0.18$. This is the constant in (\ref{large}), which contributes $4\pi\cdot\frac{1}{12\pi^2}\cdot\frac53=\frac{5}{9\pi}$ to $1/\alpha_{\rm eff}$.

A muon field would add its own loop, given by the integral in (\ref{phys}) with $m$ replaced by the muon mass. At the same $Q$ it lowers $1/\alpha_{\rm eff}$ by $0.005$, compared with $0.800$ from the electron. The heavier particle is largely decoupled: its shift is $0.6$ percent of the electron's, though enough to move the last quoted digit from $136.24$ to $136.23$. The muon is not the only such omission: the light hadrons polarize the vacuum too, and at this $Q$ they lower $1/\alpha_{\rm eff}$ by a few thousandths, an amount comparable to the muon's. The omitted loops with an extra internal photon are smaller than the one-loop shift by a factor of order $\alpha$, so the third digit of $0.977$ and $0.800$ belongs to the one-loop, electron-only model and not to a measurement.

Extrapolated without regard to its validity, the one-loop formula diverges at $\ln(\mu_L/m_e)=3\pi/(2\alpha)=645.8$, or $\mu_L\approx10^{280}$ MeV. Long before such a scale the model has lost its meaning, since it omits every heavier charged particle, and close to $\mu_L$ the expansion in $e$ fails as well.
